# Metal vacancy energies and the jellium surface correction to LDA and PBE

For jellium at $r_s=2\,a_0$, the PBE surface exchange-correlation (xc) energy lies $116\ \mu\mathrm{Ry}/a_0^2$ below the LDA one. The spherical hole left by a trivalent atom has a surface of $105\,a_0^2$, so area times surface energy puts the PBE vacancy energy 12 mRy below the LDA one. Evaluating both functionals on the self-consistent LDA density of that hole gives 1.0 mRy. Yet the functional AM05, which is fitted to jellium surfaces, raises the LDA and PBE energies by 12 and 13 mRy. LDA and PBE nearly agree, and by this reference both are too low.

The near agreement of LDA and PBE has two causes. The exchange and correlation differences, which have opposite signs, are both much smaller in a small cavity than its geometric area suggests, and they shrink by slightly different factors.

## What is being compared

I use Rydberg atomic units, $\hbar^2/2m=1$ and $e^2=2$, with lengths in $a_0$. A vacancy is modelled by removing a sphere of positive background with charge $Z$ from infinite jellium of density $n_0$. Since $4\pi r_s^3/3=1/n_0$, the sphere has radius

$$R=r_sZ^{1/3}.$$

The removed background is put back elsewhere as bulk metal, as the removed atom is in the definition of a vacancy formation energy. The electron number is conserved, so the xc part of the formation energy is

$$E_{xc}^{\rm void}=\int\left[e_{xc}(\mathbf r)-n(\mathbf r)\,\varepsilon_{xc}(n_0)\right]d^3r .$$

Here $e_{xc}$ is the xc energy per volume and $\varepsilon_{xc}$ the bulk xc energy per electron. Ions and their relaxation are left out; the subject is the xc correction, not the whole formation energy.

The functionals used here, LDA, PBE, AM05 and TPSS, share the uniform-gas limit. For two of them, $A$ and $B$, the bulk terms cancel at a common density:

$$D_{BA}=\int d_{BA}(\mathbf r)\,d^3r,\qquad d_{BA}=e_{xc}^B-e_{xc}^A .$$

The integrand vanishes where the density is uniform. What remains comes from the region around the hole where the density varies. This is the sense in which the error is an internal-surface error.

AM05 is the main reference because its parameters were fitted to jellium surface energies from many-body calculations based on the random-phase approximation. TPSS is a second reference. Neither is exact, and "error" below means a deviation from the named reference.

## Contribution 1: the response of the density

Changing the functional also changes the density. Let $E_\lambda[n]=E_0[n]+\lambda F[n]$ have its minimum at $n_\lambda=n_0+\lambda n_1+O(\lambda^2)$, where in this section $n_0$ denotes the unperturbed density profile. Then

$$E_\lambda[n_\lambda]=E_0[n_0]+\lambda\int\frac{\delta E_0}{\delta n}\,n_1\,d^3r+\lambda F[n_0]+O(\lambda^2).$$

At the minimum $\delta E_0/\delta n$ equals the chemical potential $\mu$, a constant. The electron number is fixed, so $\int n_1\,d^3r=0$ and the middle term vanishes:

$$E_\lambda[n_\lambda]=E_0[n_0]+\lambda F[n_0]+O(\lambda^2).$$

The remainder cannot be positive, because $E_\lambda[n_\lambda]\le E_\lambda[n_0]$.

As a test, LDA correlation was reduced by 25% and 50% in a self-consistent slab. The remainders were $-0.856$ and $-3.437\ \mu\mathrm{Ry}/a_0^2$ for the two faces together. Their ratio is 4.01, where a quadratic law gives 4. Halving the correlation changes the surface energy at first order by about $407.5/2\approx204\ \mu\mathrm{Ry}/a_0^2$ per face, and the remainder per face is $1.7\ \mu\mathrm{Ry}/a_0^2$, below 1% of it. The differences between complete functionals studied below are of similar or smaller size, at most $192\ \mu\mathrm{Ry}/a_0^2$ per face. This supports evaluating them on the LDA density but does not prove it: the remainder depends on the change in the xc potential, not on the change in energy. For the vacancy treated below, averaging each difference over the LDA density and the functional's own self-consistent density moves PBE–LDA from $-1.03$ to about $-1.06$ mRy and AM05–LDA from 11.9 to about 11.7 mRy. The remainder was not computed for TPSS, nor for PBE and AM05 at the flat surface.

## Contribution 2: exchange at a flat surface

A slab of thickness $L$ has two faces, so

$$\sigma_{xc}=\frac12\left[\int e_{xc}(z)\,dz-n_0L\,\varepsilon_{xc}(n_0)\right].$$

In a difference between functionals the last term cancels, and the position assigned to the background edge drops out.

The density comes from the Kohn–Sham equations. Each subband $\phi_l(z)$ of energy $\epsilon_l$ is filled up to an in-plane wave number $k_l$ with $k_l^2=\mu-\epsilon_l$. With two spins it holds $2\pi k_l^2/(2\pi)^2$ electrons per area, so

$$n(z)=\sum_l\frac{\mu-\epsilon_l}{2\pi}\,|\phi_l(z)|^2,\qquad V''=-8\pi(n-n_+),$$

where $V$ is the electrostatic potential energy of an electron, $n_+$ is the background density, and $8\pi=4\pi e^2$. Results are averages over slabs 19.6 and 21.3 $a_0$ thick, a quarter Fermi wavelength apart, to reduce quantum-size oscillations.

Exact exchange follows from the spin-summed density matrix $\rho(\mathbf r,\mathbf r')$. Each spatial orbital is doubly occupied, so $\int|\rho(\mathbf r,\mathbf r')|^2d^3r'=2n(\mathbf r)$. The exchange hole

$$n_x(\mathbf r,\mathbf r')=-\frac{|\rho(\mathbf r,\mathbf r')|^2}{2n(\mathbf r)}$$

therefore integrates to $-1$, and

$$E_x=\frac{e^2}{2}\iint\frac{n(\mathbf r)\,n_x(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-\frac12\iint\frac{|\rho(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

When an electron moves out of the metal, its hole stays largely behind. At distance $z$ the exchange energy per electron is then of order $-1/z$. LDA instead gives the electron the hole of a uniform gas at the local density, with energy $-(3/2\pi)(3\pi^2n)^{1/3}$, which decays exponentially with distance because $n$ does. LDA exchange is too weak there, which acts to raise the surface energy. The far tail holds few electrons, however, and is the smaller part. With the energy density defined by the hole above, the thinner slab's LDA excess of about $520\ \mu\mathrm{Ry}/a_0^2$ splits into about 60 from beyond $2\,a_0$ outside the edge, 220 from the first $2\,a_0$ outside, and 240 from inside the metal.

The totals have the sign that the tail suggests. In $\mu\mathrm{Ry}/a_0^2$, the exchange surface energy is 3900 in LDA, 3388 exactly for these slabs and orbitals, and 3128 in PBE. LDA is 15% above the exact-exchange value and PBE 8% below it. As a test of the exact-exchange calculation, its growth with slab thickness gives $-0.4563$ Ry per electron, against $-0.4582$ Ry for the uniform gas. The small mismatch still matters for a surface energy: over the added thickness of $1.64\,a_0$ it makes the values of the two slabs differ by $0.0019\times0.0298\times1.64/2\ \mathrm{Ry}/a_0^2$, or about $50\ \mu\mathrm{Ry}/a_0^2$. Most of this is a quantum-size oscillation, since the LDA exchange surface energy differs by 37 between the same two slabs. The value 3388 is their mean and has not been extrapolated to infinite thickness; slabs twice as thick lower the mean by about 11.

## Contribution 3: correlation at a flat surface

The correlation surface energy is 408 in LDA and 1063 in PBE. The gradient term of PBE weakens the negative correlation energy where the density varies rapidly, and this raises the cost of a surface.

Subtracting exact exchange from the AM05 total gives an implied reference for correlation, $4384-3388=996\ \mu\mathrm{Ry}/a_0^2$. It mixes a fitted total with a finite-slab exchange energy that is uncertain by some tens of $\mu\mathrm{Ry}/a_0^2$. It serves only to weigh the parts, and the small PBE correlation entry is rough:

| error against reference, $\mu\mathrm{Ry}/a_0^2$ | exchange | correlation | sum |
|---|---:|---:|---:|
| LDA | $+512$ | $-588$ | $-76$ |
| PBE | $-260$ | $+68$ | $-192$ |

LDA makes the larger error in each part and the smaller one in the sum. A physical reason for the cancellation is screening: correlation removes much of the long-range part of the exchange hole, so the combined hole is more compact and better suited to a local description than either part.

The small sum depends on the reference. TPSS puts the LDA error at $4307.3-4341.7=-34.4$ and the PBE error at $4192-4342=-150\ \mu\mathrm{Ry}/a_0^2$. The two references differ by 42, which is more than half of the LDA error measured against AM05. Slab thickness matters much less: the AM05–LDA gap is 75.9 in one slab and 77.1 in the other.

## Contribution 4: bending the surface

Let $x=r-R$ be the distance from the edge of a spherical void, positive in the metal. With $d(x)$ for the difference density,

$$D=4\pi\int(R+x)^2d(x)\,dx .$$

For a large void the lower limit $x=-R$ may be replaced by $-\infty$, because the density deep in the void is exponentially small. Curvature also changes the profile, $d=d_0+d_1/R+O(R^{-2})$. Expanding the square and collecting powers of $R$ gives

$$D=4\pi\left[R^2\Delta\sigma+R\left(2\int x\,d_0\,dx+\int d_1\,dx\right)+O(1)\right],$$

since $\int d_0\,dx=\Delta\sigma$, the planar difference. Call the round bracket $-2a\,\Delta\sigma$, which defines a length $a$. Completing the square,

$$D=4\pi\Delta\sigma\left[(R-a)^2+O(1)\right],$$

$$\sqrt{|D|}=\sqrt{4\pi|\Delta\sigma|}\,\left[R-a+O(1/R)\right].$$

A positive $a$ means that the void acts as if its surface lay inside the geometric edge. The slope of $\sqrt{|D|}$ against $R$ contains neither $a$ nor the choice of edge, so it tests the surface claim separately from the leading curvature term.

The voids were solved self-consistently from scattering states. A partial wave has radial function $u_{kl}(r)/(kr)$, with $u_{kl}$ of unit amplitude far away. Two spins and the density of states give $2\,d^3k/(2\pi)^3\to k^2dk/\pi^2$, so the factors $k^2$ cancel:

$$n(r)-n_0=\frac{1}{\pi^2r^2}\sum_l(2l+1)\int_0^{k_F}\left[u_{kl}^2-(u_{kl}^{\rm free})^2\right]dk .$$

For $Z=3$, 64 and 216 the displaced electronic charge is 2.999, 63.996 and 215.994, as screening requires.

The PBE–LDA exchange difference is $-488.8$ mRy at $R=8\,a_0$ and $-1207.9$ mRy at $R=12\,a_0$. The slope is

$$\frac{\sqrt{1207.9}-\sqrt{488.8}}{12-8}=\frac{34.75-22.11}{4}=3.16\ \sqrt{\mathrm{mRy}}/a_0 .$$

Its square divided by $4\pi$ is $0.795\ \mathrm{mRy}/a_0^2$, so the voids give $\Delta\sigma_x=-795\ \mu\mathrm{Ry}/a_0^2$. The flat surface gives $-771$. For correlation the two values are $+675$ and $+656$. Both agree to about 3%. A large void in jellium therefore carries the planar PBE–LDA difference, separately in exchange and in correlation. The AM05–LDA difference approaches its planar limit more slowly and from above: it is 98 and 196 mRy at $R=8$ and $12\,a_0$, or 1.59 and 1.42 times the geometric-area value, and its slope gives 84 against the planar $76.5\ \mu\mathrm{Ry}/a_0^2$.

## Why the small vacancy departs from the area law

The ratio of each void difference to $4\pi R^2\Delta\sigma$ shows how far a given void is from the planar limit:

| $R$ ($a_0$) | exchange | correlation | sum |
|---:|---:|---:|---:|
| 2.884 | 0.36 | 0.41 | 0.09 |
| 8 | 0.79 | 0.83 | 0.57 |
| 12 | 0.87 | 0.89 | 0.71 |

Each part separately loses about 60% of its planar value in the vacancy. The sum loses 91%, because it is a difference of two large numbers that shrink at slightly different rates.

To see how small a mismatch suffices, define an effective radius for each part by $|D|=4\pi R_{\rm eff}^2|\Delta\sigma|$. In the vacancy,

$$R_x=\sqrt{\frac{29.29}{4\pi\times0.7714}}=1.74\,a_0,\qquad R_c=\sqrt{\frac{28.26}{4\pi\times0.6557}}=1.85\,a_0 .$$

The sum would vanish if $R_c/R_x=\sqrt{771.4/655.7}=1.085$. The actual ratio is 1.065. If both radii were $1.74\,a_0$, the PBE–LDA gap would be $4\pi\times1.74^2\times0.1157=4.4$ mRy, against 12.1 mRy for the geometric area. Taken in this order, the common shrinkage removes about 64% of the planar gap, and the difference of $0.11\,a_0$ between the radii brings the rest down to 1.0 mRy. The shares depend on the order: with $R_x=R$ and $R_c=1.065R$, the unequal radii alone would already reduce the gap to about 3 mRy. Both effects are needed to reach 1.0 mRy.

The vacancy is also not an empty cavity. The density at its centre is $0.17\,n_0$, so the tails from opposite sides overlap and no separate surface layer exists. The expansion in $1/R$ has no claim to accuracy there. (For the two larger voids the printed centre densities, $0.004$–$0.005\,n_0$, are mostly grid error: starting the radial waves as $u\propto r$ on a grid of spacing $h\approx0.06\,a_0$ leaves a spurious fraction of about $\tfrac65k_F^2h^2\approx0.004$ at the first point.)

## Three estimates of the correction

A Mattsson-type correction adds an area times a planar error:

$$E^{\rm corr}=E^{A}+\mathcal A\left(\sigma^{\rm ref}-\sigma^{A}\right).$$

**Geometric area.** With $\mathcal A=4\pi R^2=104.6\,a_0^2$ and AM05 as reference,

$$\Delta E_{\rm LDA}=104.6\times76.5\ \mu\mathrm{Ry}=8.0\ \mathrm{mRy}=0.11\ \mathrm{eV},$$

$$\Delta E_{\rm PBE}=104.6\times192.2\ \mu\mathrm{Ry}=20.1\ \mathrm{mRy}=0.27\ \mathrm{eV}.$$

With TPSS surface energies these become 3.6 and 15.7 mRy. Both fall by the same 4.4 mRy, the area times the gap between the references.

**Area from the LDA–PBE difference.** One may instead demand that the two corrected energies coincide:

$$E^{\rm LDA}+\mathcal A(\sigma^{\rm ref}-\sigma^{\rm LDA})=E^{\rm PBE}+\mathcal A(\sigma^{\rm ref}-\sigma^{\rm PBE}).$$

The reference cancels, and

$$\mathcal A_{\rm eff}=\frac{E^{\rm PBE}-E^{\rm LDA}}{\sigma^{\rm PBE}-\sigma^{\rm LDA}}=\frac{-1.034\ \mathrm{mRy}}{-0.1157\ \mathrm{mRy}/a_0^2}=8.9\,a_0^2 .$$

The corrections shrink to 0.7 mRy for LDA and 1.7 mRy for PBE, or 0.01 and 0.02 eV. The corrected energies agree by construction, and their agreement says nothing about accuracy. The area is also fragile: a change of 1 mRy in the numerator, about 3% of its exchange part, would double it or nearly remove it.

**Direct evaluation.** AM05 applied to the vacancy density itself gives $+11.9$ mRy relative to LDA and $+12.9$ mRy relative to PBE, or 0.16 and 0.18 eV. This needs no area, but it carries AM05 from the planar surfaces of its fit to a small cavity, where its accuracy is not established here.

Dividing each direct difference by its planar counterpart shows what fails:

$$\frac{11.865}{0.0765}=155,\qquad\frac{12.898}{0.1922}=67,\qquad\frac{1.034}{0.1157}=8.9\quad(a_0^2)$$

for AM05–LDA, AM05–PBE and PBE–LDA. A single area would follow if every difference density had the same shape, $d_{BA}(\mathbf r)=\Delta\sigma_{BA}\,w(\mathbf r)$ with a common $w$; then $D_{BA}=\Delta\sigma_{BA}\int w\,d^3r$, and the integral would be the area. Three unequal areas show that no common $w$ exists for this vacancy. The geometric area gives the right sign and order of magnitude, 33% below the direct value for LDA and 56% above it for PBE, with AM05 as reference. With TPSS the agreement for LDA is poorer: applied directly to the vacancy, TPSS lies 11.0 mRy above LDA, three times its geometric estimate of 3.6 mRy. The area from the LDA–PBE difference is too small by more than a factor of seven for both.

## Lower valence densities

At fixed $Z=3$ the geometric area grows as $r_s^2$, to 235 and $418\,a_0^2$ at $r_s=3$ and $4\,a_0$. The AM05–LDA surface gap falls faster, to 23.5 and $10.7\ \mu\mathrm{Ry}/a_0^2$. The geometric LDA correction is therefore $235\times23.5\ \mu\mathrm{Ry}=5.5$ mRy and then 4.5 mRy, compared with 8.0 mRy at $r_s=2\,a_0$. For PBE the gaps are 55.5 and 22.6, and the corrections 13.1 and 9.5 mRy. For one valence electron instead of three, the area is smaller by $3^{-2/3}=0.48$, which brings the LDA value at $r_s=4\,a_0$ to about 2.2 mRy. Voids were not solved at these densities, so the departures found at $r_s=2\,a_0$ cannot be carried over as numbers.

## Use for real metals

The parameters $r_s=2\,a_0$ and $Z=3$ are typical of a dense trivalent simple metal; alkali metals have one valence electron and a much larger $r_s$. Vacancy formation energies of simple metals are roughly a few tenths of an electronvolt to one electronvolt, so a correction of 0.1–0.3 eV would matter. Real metals break the assumption of a smooth background: the neighbouring ions shape the density in the vacancy and relax towards or away from it, and in transition metals $d$ electrons take part in the internal surface. Plain jellium at $r_s=2\,a_0$ is also not in equilibrium. Adding the constant potential step of stabilized jellium, 0.20 Ry at the background edge, changes the PBE–LDA gap to $-2.7$ mRy, $\mathcal A_{\rm eff}$ to $18\,a_0^2$, and the geometric and direct LDA corrections to 5.1 and 14.4 mRy, so the pattern persists but the numbers depend on the model. The present model cannot say how far real ions move the correction. It does show that the choice of area alone moves the LDA value between 0.01 and 0.11 eV, with 0.16 eV from direct evaluation.

In an actual calculation, $\mathcal A_{\rm eff}$ should first be compared with the geometric area of the vacancy. The LDA and PBE energies should be taken at the same atomic positions, because different lattice constants and relaxations add differences that are not surface terms. If the two areas are similar, one area describes the LDA–PBE difference. This does not test the size of the correction, because the reference cancels from $\mathcal A_{\rm eff}$. If $\mathcal A_{\rm eff}$ is far smaller, as here, close agreement between LDA and PBE may reflect cancellation between exchange and correlation. It is then no evidence that either energy is right. The main values behind these comparisons are in the numerical output below.

## Values computed for the example and the checks

```
xc surface energies, micro-Ry/a0^2 (mean of two slabs)
rs=2 a0: LDA 4307.3, PBE 4191.6, AM05 4383.8, TPSS 4341.7
rs=3 a0: LDA 979.3, PBE 947.3, AM05 1002.8, TPSS 989.3
rs=4 a0: LDA 336.1, PBE 324.2, AM05 346.8, TPSS 341.3
Fermi wave number 0.9596 1/a0, bulk density 0.02984 1/a0^3
slab thicknesses 19.64 and 21.28 a0
AM05-LDA in thin, thick slab: 75.9, 77.1 micro-Ry/a0^2
AM05-PBE in thin, thick slab: 192.8, 191.7 micro-Ry/a0^2
exchange per electron: slab growth -0.4563, uniform gas -0.4582 Ry
exact-exchange surface energy (finite slabs) 3388.2 micro-Ry/a0^2
parts, micro-Ry/a0^2: LDA x 3899.8, PBE x 3128.4, LDA c 407.5, PBE c 1063.2
remainder after first order, correlation cut by 25%, 50%: -0.856, -3.437 micro-Ry/a0^2
ratio of remainders 4.013 (quadratic law: 4)
void Z=3: R 2.884 a0, displaced charge 2.999 e, centre density/n0 0.17496
  PBE-LDA: exchange -29.292, correlation 28.258, sum -1.034 mRy
void Z=64: R 8.000 a0, displaced charge 63.996 e, centre density/n0 0.00465
  PBE-LDA: exchange -488.757, correlation 435.986, sum -52.771 mRy
void Z=216: R 12.000 a0, displaced charge 215.994 e, centre density/n0 0.00399
  PBE-LDA: exchange -1207.866, correlation 1058.192, sum -149.674 mRy
PBE-LDA x: planar -771.4, from void growth -795.4 micro-Ry/a0^2
PBE-LDA c: planar 655.7, from void growth 675.0 micro-Ry/a0^2
vacancy area: geometric 104.56, effective 8.93 a0^2
LDA correction, AM05 surface: geometric 8.002, effective 0.684 mRy
LDA correction, TPSS surface: geometric 3.597, effective 0.307 mRy
  AM05 directly in the void: 11.865 mRy
  in eV (AM05): geometric 0.1089, effective 0.0093, direct 0.1614
PBE correction, AM05 surface: geometric 20.099, effective 1.717 mRy
PBE correction, TPSS surface: geometric 15.694, effective 1.341 mRy
  AM05 directly in the void: 12.898 mRy
  in eV (AM05): geometric 0.2735, effective 0.0234, direct 0.1755
```
